# Comment on the claim that dense CF2 dominates fluorocarbon film growth

**The argument under review**

The manuscript considers a fluorocarbon discharge in which CF2 is the most abundant radical. It infers that CF2 supplies most of the carbon in the growing film, and treats CF and larger unsaturated fragments as minor corrections because their densities are lower by an order of magnitude or more. In a second passage it notes that CF2 sticks poorly, and concludes that this low sticking suppresses CF2 deposition in proportion.

Both inferences need a relation between density and deposited flux that the manuscript never derives. The first assumes that this relation has the same coefficient for every radical. The second assumes that the density stays put when the sticking probability changes. I derive the relation below and apply it to each inference.

**Assumptions and conventions**

Consider a symmetric plane gap with midplane $x=0$ and walls at $x=\pm h$. The radicals are dilute in a thermal buffer gas. In steady state each species has a uniform production rate $G$ per unit volume and a volume-loss rate $kn$, here representing pumping. The sticking probability $s$ is the net probability that an incident radical stays on the surface; the rest are re-emitted diffusely. Different species have different $G$, $s$, mass $m$ and diffusivity $D$, and their indices are omitted until they are compared.

In the algebra temperature $T$ is an energy, as in atomic units with $k_B=1$. Neither charge nor Planck's constant enters neutral transport, so the equations hold in any consistent units. Deposition means gross carbon attachment, before etching is subtracted.

**From wall density to deposited flux**

For a Maxwell distribution the flux crossing a plane in one direction is

$$
n\sqrt{\frac{m}{2\pi T}}\int_0^\infty v_z e^{-mv_z^2/2T}\,dv_z
=n\sqrt{\frac{T}{2\pi m}}=\frac{nv}{4},
\qquad v=\sqrt{\frac{8T}{\pi m}},
$$

because the integral equals $T/m$. Here $v$ is the mean speed.

At a wall that absorbs radicals the distribution cannot be isotropic, since fewer return than arrive. Let $J$ be the net flux toward the wall and $\mu$ the cosine of the angle from the outward direction. In the diffusion approximation, treated at one speed $v$, the density per unit $\mu$ is linear in $\mu$:

$$
\psi(\mu)=\frac n2+\frac{3J}{2v}\mu .
$$

Its integral over $-1<\mu<1$ is $n$, and the integral of $v\mu\psi$ is $J$, which fixes both coefficients. The fluxes toward and away from the wall are then

$$
J_+=v\int_0^1\mu\psi\,d\mu=\frac{nv}{4}+\frac J2,
\qquad
J_-=\frac{nv}{4}-\frac J2 .
$$

The deposited flux is $J=sJ_+$. Substituting $J_+$ and collecting the terms in $J$,

$$
J\left(1-\frac s2\right)=s\,\frac{nv}{4},
\qquad
J=\beta n(h),\qquad
\beta=\frac{vs}{2(2-s)} .
$$

For $s\ll1$, $\beta\simeq vs/4$. At $s=1$, $\beta=v/2$, twice the uncorrected value, because a perfect absorber returns no flux: $J_-=0$ requires $J/2=nv/4$, which doubles the arriving flux $J_+$ from $nv/4$ to $nv/2$.

**Diffusion to the wall**

A reactive radical also depletes its own density near the wall, so its diffusivity is needed. Let a radical drift at velocity $u$ through a buffer gas of density $N$. Let $M=mm_b/(m+m_b)$ be the reduced mass, with $m_b$ the buffer atom's mass, and $d$ the collision diameter. Hard spheres scatter isotropically in the centre-of-mass frame, so a collision at relative velocity $\mathbf g$ removes momentum $M\mathbf g$ on average, with cross section $\pi d^2$. The drag force is

$$
F=MN\pi d^2\langle g\,g_z\rangle .
$$

Assume that the drifting radicals keep a Maxwellian distribution about $u$, which is the first Chapman–Enskog approximation. To first order in $u$ the distribution of relative velocities is then the resting one times $1+Mug_z/T$. The resting part averages to zero by symmetry, and isotropy replaces $g_z^2$ by $g^2/3$:

$$
\langle g\,g_z\rangle=\frac{Mu}{3T}\langle g^3\rangle
=\frac{Mu}{3T}\,\frac{4a^3}{\sqrt\pi},
\qquad a^2=\frac{2T}{M}.
$$

Since $M/T=2/a^2$, this gives $F=8MN\pi d^2au/(3\sqrt\pi)$. In steady drift the partial-pressure gradient balances the drag, $T\,dn/dx=-nF$. With $nu=-D\,dn/dx$ it follows that $D=Tu/F$, and

$$
D=\frac{3\sqrt\pi\,T}{8MN\pi d^2a}
=\frac{3}{8Nd^2}\sqrt{\frac{T}{2\pi M}} .
$$

The steady balance in the gap is

$$
D\frac{d^2n}{dx^2}-kn+G=0 .
$$

Set $q=\sqrt{k/D}$. The solution with zero slope at the midplane is

$$
n(x)=\frac Gk\left[1-A\cosh(qx)\right].
$$

Write $C=\cosh(qh)$ and $S=\sinh(qh)$. The wall condition $-Dn'(h)=\beta n(h)$ reads $DqAS=\beta(1-AC)$, so

$$
A=\frac{\beta}{DqS+\beta C}.
$$

The midplane density $n_0$ and the wall flux follow:

$$
n_0=\frac Gk\,\frac{DqS+\beta(C-1)}{DqS+\beta C},
\qquad
J=\frac Gk\,\frac{DqS\beta}{DqS+\beta C}.
$$

In their ratio $w=J/n_0$ the unknown source cancels. Inverting it, and using $C-1=2\sinh^2(qh/2)$ and $S=2\sinh(qh/2)\cosh(qh/2)$,

$$
J=wn_0,\qquad
\frac1w=\frac1\beta+\frac{C-1}{DqS}
=\frac1\beta+\frac{\tanh(qh/2)}{Dq}.
$$

The two terms are resistances in series: attachment at the surface and diffusion to it. When $qh\ll1$ the second becomes $h/(2D)$. If the density is measured beside the wall instead of at the midplane, $\beta$ replaces $w$ within the diffusion approximation. That is accurate to 2 to 3% for the radicals in the example below, but for a perfect absorber $\beta$ is too low by more than a tenth, because the true density falls steeply within a mean free path of the wall.

**The first inference: density as a measure of deposition**

If radical $i$ contains $c_i$ carbon atoms, its deposited carbon flux is $c_in_iw_i$, with $n_i$ now its midplane density. The rarer species together deposit more carbon than CF2 if and only if

$$
\sum_{j\ne\mathrm{CF_2}}c_jn_jw_j>n_{\mathrm{CF_2}}w_{\mathrm{CF_2}} .
$$

Density alone decides the matter if the products $c_iw_i$ are equal. Low CF2 sticking can make them very unequal if the other radicals stick well, but does not guarantee the inequality.

A rough example shows the sizes. Take a capacitive argon/C4F8 discharge at 50 mTorr and 400 K, with a full gap of 4 cm, a pumping rate of 5 s$^{-1}$ and a collision diameter of 4 angstrom. C2F3 represents the reactive two-carbon fragments.

| Radical | $n$ (cm$^{-3}$) | $s$ | $\beta$ (cm/s) | $w$ (cm/s) |
|---|---:|---:|---:|---:|
| CF2 | $1.0\times10^{13}$ | 0.01 | 103 | 100 |
| CF | $1.0\times10^{12}$ | 0.20 | 2904 | 1562 |
| C2F3 | $3.0\times10^{11}$ | 0.30 | 2853 | 1396 |

The densities and sticking probabilities are chosen as rough typical values, not measurements of one reactor. The carbon fluxes, in cm$^{-2}$ s$^{-1}$, are

$$
\begin{aligned}
\mathrm{CF_2}:&\quad 10^{13}\times100=1.00\times10^{15},\\
\mathrm{CF}:&\quad 10^{12}\times1562=1.56\times10^{15},\\
\mathrm{C_2F_3}:&\quad 2\times3\times10^{11}\times1396=0.84\times10^{15}.
\end{aligned}
$$

CF2 holds 86% of the carbon in these three radicals when counted by density, but supplies 29% of the carbon they deposit. CF supplies 46% and C2F3 25%. CF alone exceeds CF2 by a factor 1.56; C2F3 alone does not exceed it. Together the two rarer radicals deposit 2.4 times as much carbon as CF2.

The table also shows why a comparison of $sn v/4$ is insufficient. Diffusion lowers the CF transfer velocity from 2904 to 1562 cm/s but hardly affects CF2. Ignoring it would exaggerate the contribution of the rare fragments.

It also limits how rare a fragment can be. Even with $s=1$, the transfer velocity of CF, in the small-$qh$ limit, would be

$$
w_{\max}=\left(\frac2v+\frac h{2D}\right)^{-1}
\simeq3.0\times10^3\ \mathrm{cm/s},
$$

using $v=52268$ cm/s, $D=3380$ cm$^2$/s and $h=2$ cm. With uniform production, CF must therefore have at least about 3% of the CF2 density to match the CF2 flux in this example, however reactive it is. The bound depends on where radicals are made: for production in sheets a distance $\delta$ from each wall, $\delta/D$ replaces $h/(2D)$, and $\delta=0.5$ cm lowers the bound to about 2%.

To convert flux to thickness, take a film density of 1.8 g/cm$^3$ and a fluorine-to-carbon ratio of 1.5, which give $2.68\times10^{22}$ carbon atoms per cm$^3$. The total flux, $3.40\times10^{15}$ cm$^{-2}$ s$^{-1}$, then corresponds to

$$
\frac{3.40\times10^{15}}{2.68\times10^{22}}
=1.27\times10^{-7}\ \mathrm{cm/s}
\simeq76\ \mathrm{nm/min}
$$

of gross growth, of which CF2 contributes 22 nm/min.

**How low must CF2 sticking be?**

The answer depends on the competing carbon flux. Hold all midplane densities and the properties of the other radicals fixed, and define

$$
W=\frac{\sum_{j\ne\mathrm{CF_2}}c_jn_jw_j}{n_{\mathrm{CF_2}}},
\qquad
r=\left[\frac{\tanh(qh/2)}{Dq}\right]_{\mathrm{CF_2}} .
$$

Parity requires $w_{\mathrm{CF_2}}=W$, hence $1/\beta_*=1/W-r$. To recover the sticking probability, multiply out the definition of $\beta$: $4\beta_*-2\beta_*s_*=vs_*$. Thus

$$
\beta_*=\frac1{1/W-r},\qquad
s_*=\frac{4\beta_*}{v+2\beta_*}.
$$

A physical solution needs $0<s_*\le1$. If $W$ exceeds the CF2 transfer velocity at $s=1$, CF2 cannot reach parity at any sticking probability.

Here $W=240$ cm/s. With $r\simeq h/(2D)=3.34\times10^{-4}$ s/cm and $v=41156$ cm/s, $\beta_*\simeq261$ cm/s and $s_*=0.025$. Against CF alone, parity comes at $s=0.016$. Between these values CF2 is the largest single contributor but still supplies less than half the carbon. Above 0.025 it supplies more than half. The manuscript's first conclusion could therefore be right for another surface, but density does not establish it.

**The second inference: does low sticking suppress deposition?**

At fixed density and small $s$, the CF2 flux is indeed nearly proportional to $s$. But a discharge does not hold the density fixed when its wall changes. Production is the more useful fixed quantity, and the fraction of it deposited is

$$
\phi=\frac{J}{Gh}
=\frac{DqS\beta}{kh(DqS+\beta C)} .
$$

Substitute $k=Dq^2$, then divide numerator and denominator by $\beta C$:

$$
\phi=\frac{\tanh(qh)/(qh)}
{1+Dq\tanh(qh)/\beta}.
$$

Two limits separate the possible behaviours. If $k\to0$ at fixed $s>0$, then $\phi\to1$: with no volume loss, every radical produced must eventually attach, however many collisions with the wall it needs. Low sticking raises the density until the wall flux equals the production. If instead $s\to0$ at fixed $k>0$, then $\phi\propto\beta\propto s$: pumping removes the radicals first, and deposition is suppressed in proportion.

For $qh\ll1$, $\phi\simeq1/(1+kh/\beta)$, so the crossover lies at $\beta\simeq kh$. In the example $kh=10$ cm/s, which corresponds to a CF2 sticking probability of about 0.001. The assumed value of 0.01 lies well above it, and 91% of the CF2 produced is deposited.

Now raise CF2 sticking from 0.01 to 0.10 with its production and the pumping rate held fixed. The midplane density falls by a factor 7.3, while deposition rises by a factor 1.09. The density falls by less than ten mainly because diffusion has become a noticeable part of the resistance; pumping, which does not depend on sticking, contributes a little. The manuscript's proportional suppression is absent in this range.

The same reasoning changes the causal reading of the first result. Since $J_i=G_ih\phi_i$, the deposited shares are the shares of produced carbon weighted by $\phi_i$. For CF and C2F3 the formula gives $\phi$ within 1% of unity. Dividing each flux by its $\phi$ shows that CF2 accounts for about 31% of the carbon produced in the three radicals, against 29% of that deposited. Low sticking has removed little of its contribution. What it has done is lengthen the CF2 lifetime, so that a minority of the production appears as 86% of the carbon density.

The statement that low CF2 sticking lets rarer fragments lead is thus sound as an inference from given densities. As a statement about changing the wall at fixed production, it is largely wrong in this example.

**How secure is the ordering?**

The diffusion description deserves scrutiny because the CF2 mean free path, defined by $D=v\lambda/3$, is 0.22 cm, about a tenth of the half-gap. A one-speed kinetic calculation with isotropic scattering and diffuse walls tests it. For the three radicals the formula for $w$ differs from the kinetic value by at most 0.9%, and the CF2 share becomes 29.5% instead of 29.4%. For CF2 with $s=1$ the difference is 1.3%; replacing $\beta$ by $vs/4$ would make it 10%. Both errors are relative to the kinetic result. This reference shares the one-speed assumption of the derivation; with a Maxwellian spread of speeds and a constant collision frequency the 0.9% and 1.3% roughly double, to about 2% and 3%, and the CF2 share is 29.7%.

Other changes, made at fixed midplane densities, affect the CF2 share as follows:

- Concentrating production at the midplane raises it to 37%. All radicals must then cross the whole half-gap, which doubles the diffusion resistance when volume loss is small and penalizes the reactive species most. Production near the sheath edges acts the other way: sheets 0.5 cm from each wall lower the share to 24%.
- Changing the gas temperature to 300 or 500 K at fixed pressure gives 32.3% or 27.5%. Attachment resistance varies as $T^{-1/2}$ and diffusion resistance, for small $qh$, as $T^{-3/2}$, so heating favours the reactive species.
- Raising the volume-loss rate of every radical to 500 s$^{-1}$ gives 29%.
- Doubling CF2 sticking gives 45%, and halving both rare-fragment densities also gives 45%. Making both changes gives 62% and reverses the conclusion.

The last item matters most. Uncertainties of a factor two in the rough inputs can decide the answer, so the paper needs sticking probabilities for its own surface, and densities of the reactive fragments, before it can assign the growth to any radical.

**Comparison with a real discharge**

A pressure of tens of mTorr and a gap of a few centimetres are ordinary for capacitive fluorocarbon processing. The assumed electron density, $5\times10^9$ cm$^{-3}$, is low for an intense etching plasma, and the assumption most readily broken is that ions leave the neutral sticking probabilities unchanged. With an electron temperature of 3 eV, an edge-to-centre density ratio of 0.4 and the CF ion mass, ions carrying one carbon each, all retained, would add 18% to the neutral carbon flux. Since argon ions carry no carbon, this is an upper estimate for ions that hold one carbon atom and are no lighter than CF$^+$; a flux made up entirely of C$^+$ would add 29%, and one of C2F4$^+$ or C3F5$^+$, 20% or 26%. The ratio 0.4 is itself generous: at this pressure and gap, ion-neutral collisions usually hold it nearer 0.2, which would halve the added carbon and double the per-ion requirement that follows. More seriously, if each ion enabled 2.3 additional CF2 molecules to attach, CF2 would equal the two rare neutrals. Ten times the ion flux at unchanged neutral densities would lower that requirement to about 0.23 per ion. The example therefore suits a weakly bombarded surface, and should not be carried over to a strongly biased wafer.

Several further processes are omitted. Release of CF2 by the film itself is not estimated; where it is appreciable, the net sticking probability depends on the CF2 density and cannot be treated as a constant. A fluorine density of $10^{12}$ cm$^{-3}$, with a carbon-removal probability of 0.01 per impact, would remove 5% of the gross carbon deposition. That density presumes another fluorine sink. Feed with F/C $=2$ frees about $2.0\times10^{15}$ F atoms cm$^{-2}$ s$^{-1}$ beyond those held in the three radicals; the film takes $0.3\times10^{15}$, and pumping and this etch, at 2.5 added F atoms per carbon removed as CF4, take about $0.4\times10^{15}$. If the whole excess left as CF4 etched from the film, it would remove 20% of the gross deposition, as much as the ions add. Each recombination event removes two CF2 radicals, so a coefficient of $5\times10^{-14}$ cm$^3$/s gives a loss rate of $2\times5\times10^{-14}\times10^{13}=1$ s$^{-1}$, compared with about $\beta/h=52$ s$^{-1}$ at the wall. At fixed production this loss grows as sticking falls and the density rises; including it moves the crossover from $s\simeq0.001$ to about 0.0016. CF3 and other fragments are left out; at fixed densities of the listed radicals, any further depositing fragment would lower the CF2 share.

The densities must also be sustainable. If C4F8 forms 20% of the gas and all four of its carbon atoms enter the listed radicals, the required dissociation coefficient is at least $3.6\times10^{-10}$ cm$^3$/s. Multiplied by the electron density, this is about 1.8 dissociations per parent molecule per second, below the pumping rate of 5 s$^{-1}$, so the supply does not demand near-complete consumption of the feed gas. Whether the electrons provide that coefficient depends on their energy distribution, which this model does not calculate. The diffusivities above are for pure argon. With 20% of the heavier C4F8 in the gas, diffusion is slower, and at fixed densities the CF2 share rises by about 0.6 to 3.4 percentage points for radical-C4F8 collision diameters from 4 to 6 angstrom.

**Requested revision**

The claim of CF2 dominance should be replaced by a comparison of $c_in_iw_i$, with the sticking probabilities and the position of the density measurement stated. Any claim about the effect of changing CF2 sticking should say whether density or production is held fixed. If the surface is biased, the ion-assisted attachment of CF2 must be measured or bounded, because it can reverse the ordering. The numerical output below gives the inputs and sensitivities used in this comment.

## Computed results

```
Pressure: 50 mTorr; T: 400 K
Full gap: 4.0 cm; pump rate: 5.0 s^-1
Collision diameter: 4.0 angstrom
Gas density: 1.207e+15 cm^-3
CF2: mass 50 u; C atoms 1
CF2: n 1.0e+13 cm^-3; s 0.01
CF2: v 41156 cm/s; D 2997 cm^2/s
CF2: beta 103.4; w 100.0 cm/s
CF2: C flux 9.996e+14 cm^-2 s^-1
CF2: share 29.4 %; growth 22.4 nm/min
CF: mass 31 u; C atoms 1
CF: n 1.0e+12 cm^-3; s 0.20
CF: v 52268 cm/s; D 3380 cm^2/s
CF: beta 2903.8; w 1562.3 cm/s
CF: C flux 1.562e+15 cm^-2 s^-1
CF: share 46.0 %; growth 35.0 nm/min
C2F3: mass 81 u; C atoms 2
C2F3: n 3.0e+11 cm^-3; s 0.30
C2F3: v 32335 cm/s; D 2730 cm^2/s
C2F3: beta 2853.1; w 1395.5 cm/s
C2F3: C flux 8.373e+14 cm^-2 s^-1
C2F3: share 24.6 %; growth 18.8 nm/min
CF2 carbon share by density: 86.2 %
Rare/CF2 carbon flux ratio: 2.40
CF/CF2 carbon flux ratio: 1.56
Parity CF2 sticking, all rare: 0.0250
Parity CF2 sticking, CF only: 0.0159
Film density: 1.8 g/cm^3; F/C: 1.5
Film carbon density: 2.676e+22 cm^-3
Total gross growth: 76.2 nm/min
CF2 produced and deposited: 91.0 %
Fixed source, 10x CF2 s: density / 7.33
Fixed source, 10x CF2 s: deposit x 1.086
CF2 mean free path: 0.218 cm
Largest w error vs kinetic: 0.93 %
s=1 error: corrected 1.29 %, uncorrected 10.14 %
CF2 share, kinetic: 29.5 %
CF2 share, midplane source: 37.3 %
CF2 share at 300, 500 K: 32.3, 27.5 %
CF2 share, volume loss 500 s^-1: 28.9 %
CF2 share, doubled CF2 s: 44.8 %
CF2 share, half rare n: 45.4 %
CF2 share, both changes: 61.8 %
Electron n: 5.0e+09 cm^-3; Te: 3.0 eV; edge ratio: 0.4
Ion C upper bound / neutral C: 18.0 %
Extra CF2 per ion for parity: 2.29
F density: 1.0e+12 cm^-3; C removal per F hit: 0.01
F etch / gross C deposition: 4.9 %
CF2 recombination coefficient: 5.0e-14 cm^3/s
CF2 recombination loss: 1.00 s^-1
C4F8 gas fraction: 20 %
Minimum C4F8 dissociation coefficient: 3.64e-10 cm^3/s
```
